# Schwarz Screening: Linear Exchange Counts in Insulators, Quadratic Coulomb Counts, part 1

(Sections cited here and not found follow in the second part.)

## First half: bounds on the integrals and on the density matrix

### What scaling and translation already fix

Let $f$ and $g$ be two charge distributions and $(f|g)$ their Coulomb repulsion. Suppose that $|(f|g)|$ has an upper bound $B$ built from the self-repulsions $(f|f)$ and $(g|g)$ alone. Multiplying $f$ by $\lambda$ and $g$ by $\mu$ multiplies $(f|g)$ by $\lambda\mu$, and the self-repulsions by $\lambda^2$ and $\mu^2$. A bound that respects this scaling must obey

$$B(\lambda^2a,\mu^2b)=|\lambda\mu|\,B(a,b),\qquad\text{hence}\qquad B(a,b)=C\sqrt{ab}.$$

Setting $f=g$ shows that $C\ge1$. What remains to be proved is that $C=1$ suffices.

Translation fixes the form of the counts in the same way. An exchange contribution $P_{jl}(ij|kl)$ has three links: $i$ to $j$ through an orbital product, $j$ to $l$ through the density matrix, and $l$ to $k$ through another product. If every link has a finite range, the four functions form one cluster, which can be placed in a number of positions proportional to the system size $N$. In a Coulomb contribution $P_{kl}(ij|kl)$ the density matrix links $k$ to $l$, which their product already links. Nothing ties $ij$ to $kl$, so two clusters move independently and the number of placements is proportional to $N^2$. The proof has to establish the ranges.

### Conventions

Atomic units are used. The basis functions $\chi_i$ are real, atom-centred Gaussians, and

$$(ij|kl)=\iint\frac{\chi_i(\mathbf r_1)\chi_j(\mathbf r_1)\,\chi_k(\mathbf r_2)\chi_l(\mathbf r_2)}{r_{12}}\,d^3r_1d^3r_2,\qquad Q_{ij}=(ij|ij)^{1/2}.$$

The system is closed-shell, and $P=2\sum_{\rm occ}\mathbf c\,\mathbf c^T$ includes the factor 2 for spin. The Coulomb and exchange matrices are

$$J_{ij}=\sum_{kl}P_{kl}(ij|kl),\qquad K_{ik}=\sum_{jl}P_{jl}(ij|kl).$$

In Hartree–Fock theory $F=h+J-\tfrac12K$, and the exchange energy is $-\tfrac14\sum_{ik}P_{ik}K_{ik}$. A global hybrid multiplies the exchange terms by a constant fraction, which leaves the argument unchanged.

### The Coulomb kernel is positive definite

That $1/r_{12}$ is positive at every point does not by itself make $(f|f)$ positive when $f$ changes sign. Positivity follows from writing the kernel as a sum of squares. The substitution $s=rt$ in the Gaussian integral gives

$$\frac1r=\frac{2}{\sqrt\pi}\int_0^\infty e^{-r^2t^2}\,dt. \tag{1}$$

Each Gaussian can be split between the two charges. With $\mathbf m=(\mathbf r_1+\mathbf r_2)/2$,

$$|\mathbf r-\mathbf r_1|^2+|\mathbf r-\mathbf r_2|^2=2|\mathbf r-\mathbf m|^2+\tfrac12r_{12}^2 .$$

Multiplying by $-2t^2$, exponentiating and integrating over $\mathbf r$ produces the factor $\int e^{-4t^2|\mathbf r-\mathbf m|^2}d^3r=(\pi/4t^2)^{3/2}$. Therefore

$$e^{-t^2r_{12}^2}=\left(\frac{4t^2}{\pi}\right)^{3/2}\int e^{-2t^2|\mathbf r-\mathbf r_1|^2}\,e^{-2t^2|\mathbf r-\mathbf r_2|^2}\,d^3r. \tag{2}$$

Define the smeared charge $f_t(\mathbf r)=\int e^{-2t^2|\mathbf r-\mathbf r_1|^2}f(\mathbf r_1)\,d^3r_1$. Inserting (1) and (2) gives

$$(f|f)=\frac{2}{\sqrt\pi}\int_0^\infty dt\left(\frac{4t^2}{\pi}\right)^{3/2}\int[f_t(\mathbf r)]^2\,d^3r\ \ge 0. \tag{3}$$

The order of integration may be changed because $\iint|f||f|/r_{12}$ is finite for Gaussian products and all the kernels are positive. If $(f|f)=0$, then $f_t$ vanishes for almost every $t$, and by continuity for every $t>0$. As $t\to\infty$, $(2t^2/\pi)^{3/2}f_t(\mathbf r)$ tends to $f(\mathbf r)$ for continuous $f$, so $f=0$.

As an example, take normalized $s$ Gaussians with exponents 0.8 and 0.5 bohr$^{-2}$, 2 bohr apart, and the neutral charge $f=\chi_a^2-\chi_b^2$. The smeared form gives $(f|f)=0.83363785$ hartree, and the integral code gives the same eight decimals.

Restricting the $t$ integral in (1) to $t>\omega$ gives the kernel $\operatorname{erfc}(\omega r)/r$, and restricting it to $t<\omega$ gives $\operatorname{erf}(\omega r)/r$. Equation (3) then holds with the same restriction. The Schwarz bound therefore also covers these kernels of range-separated hybrids, provided $Q$ is computed with the kernel in use.

### The Schwarz bound

For $g\ne0$ choose $\lambda=(f|g)/(g|g)$. Positivity, and the symmetry $(f|g)=(g|f)$, give

$$0\le(f-\lambda g|f-\lambda g)=(f|f)-2\lambda(f|g)+\lambda^2(g|g)=(f|f)-\frac{(f|g)^2}{(g|g)} .$$

Hence $(f|g)^2\le(f|f)(g|g)$. With $f=\chi_i\chi_j$ and $g=\chi_k\chi_l$,

$$\boxed{\,|(ij|kl)|\le Q_{ij}Q_{kl}\,} \tag{4}$$

Equality requires $f=\lambda g$. It also follows that $\|f\|=(f|f)^{1/2}$ is a norm, since $\|f+g\|^2\le\|f\|^2+2\|f\|\|g\|+\|g\|^2$.

For a bent water molecule in the 6-31G* basis, with 18 functions and 171 distinct pairs, the bound holds for every integral. The largest ratio $|(ij|kl)|/(Q_{ij}Q_{kl})$ between different pairs is 1.0000 to four decimals, and equality is in fact reached. On oxygen, $d_{xy}p_z$ and $d_{xz}p_y$ are both proportional to $xyz$ times the same radial function, so these two products are proportional to each other.

The median ratio is 0.0000, and symmetry explains it. Four functions are odd under reflection in the molecular plane, so $4\times14=56$ products are odd and 115 are even. Odd and even products do not interact, which removes $2\times56\times115=12880$ of the $171^2=29241$ ordered entries. Products of two oxygen functions also have a definite parity under the second mirror plane. Of the 65 that are even in the first plane, 41 are even and 24 odd in the second. Of the 40 that are odd in the first, 24 are even and 16 odd in the second. This removes $2(41\times24+24\times16)=2736$ more entries, so these two planes alone account for 15616 vanishing entries, more than one half. The Schwarz bound does not see these zeros.

### Decay of the pair norm

Take two normalized $s$ primitives with exponents $a,b$ at distance $R$ and normalization $N_a=(2a/\pi)^{3/4}$. Completing the square in their product gives

$$\phi_a\phi_b=N_aN_b\,e^{-\mu R^2}e^{-p|\mathbf r-\mathbf C|^2},\qquad p=a+b,\quad \mu=\frac{ab}{a+b},$$

with $\mathbf C$ the exponent-weighted centre. For the self-repulsion of $e^{-pr^2}$ use $\mathbf u=\mathbf r_1-\mathbf r_2$ and $\mathbf s=(\mathbf r_1+\mathbf r_2)/2$, which have unit Jacobian and satisfy $r_1^2+r_2^2=2s^2+u^2/2$:

$$\int e^{-2ps^2}d^3s\int\frac{e^{-pu^2/2}}{u}d^3u=\left(\frac{\pi}{2p}\right)^{3/2}\frac{4\pi}{p}=\frac{\sqrt2\,\pi^{5/2}}{p^{5/2}} .$$

Consequently

$$(ab|ab)=N_a^2N_b^2\,e^{-2\mu R^2}\,\frac{\sqrt2\,\pi^{5/2}}{(a+b)^{5/2}} . \tag{5}$$

For the two Gaussians above, $\mu=0.4/1.3=0.308$ bohr$^{-2}$ and $2\mu R^2=2.46$. Equation (5) gives 0.07148733 hartree, as does the integral code.

For contracted functions the triangle inequality bounds $Q_{ij}$ by the sum of the primitive norms weighted with $|c_pc_q|$. Higher angular momenta multiply the Gaussians by polynomials, and a polynomial times a Gaussian is bounded in magnitude by a constant times a slightly wider Gaussian. Because $1/r_{12}>0$, replacing $|f|$ by a larger charge cannot lower the self-repulsion. So $Q_{ij}\le B_0e^{-\mu_0R_{ij}^2}$ for a fixed basis with some $\mu_0>0$. From $(\sqrt{\mu_0}R-\gamma/2\sqrt{\mu_0})^2\ge0$ it follows that, for any chosen $\gamma>0$,

$$Q_{ij}\le B\,e^{-\gamma R_{ij}},\qquad B=B_0\,e^{\gamma^2/4\mu_0}. \tag{6}$$

Diffuse functions make $\mu_0$ small and the range long.

### Decay of the density matrix in an insulator

Here an insulator means a family of growing systems whose gap $g$ between the highest occupied and lowest empty orbital energy stays above a positive constant. Further assumptions, all uniform in $N$, are a bounded number of basis functions per volume, a smallest overlap eigenvalue $s_{\min}$ bounded away from zero, a bounded occupied energy width, and exponential decay of $|S_{ij}|$ and $|F_{ij}|$ with $R_{ij}$. The last is an assumption about the converged state, because $F$ contains $K$, which depends on $P$.

The orbitals satisfy $FC=SC\varepsilon$ and $C^TSC=1$. Thus $C^T(zS-F)C=z-\varepsilon$, and inversion gives $(zS-F)^{-1}=C(z-\varepsilon)^{-1}C^T$. A contour around the occupied energies collects their residues:

$$P=\frac{1}{\pi i}\oint(zS-F)^{-1}dz. \tag{7}$$

Let $\varepsilon_1$ and $\varepsilon_h$ be the lowest and highest occupied energies. Choose a circle with centre $c=(\varepsilon_1+\varepsilon_h)/2$ and radius $\rho=(\varepsilon_h-\varepsilon_1)/2+g/2$. Occupied energies lie within $\rho-g/2$ of $c$, and empty ones at least $\rho+g/2$ from it. Every point of the circle is therefore at least $g/2$ from the spectrum. With $A=zS-F=S^{1/2}(z-S^{-1/2}FS^{-1/2})S^{1/2}$,

$$\|A^{-1}\|\le\frac{2}{s_{\min}g}. \tag{8}$$

Fix a function $l$ and let $D$ be diagonal with entries $e^{\alpha R_{il}}$. The matrix $A'=DAD^{-1}$ differs from $A$ by

$$(A'-A)_{ij}=A_{ij}\left(e^{\alpha(R_{il}-R_{jl})}-1\right),\qquad |(A'-A)_{ij}|\le W_{ij}\left(e^{\alpha R_{ij}}-1\right),$$

where $W_{ij}=|cS_{ij}-F_{ij}|+\rho|S_{ij}|$ bounds $|A_{ij}|$ on the whole circle. The triangle inequality for distances and $|e^x-1|\le e^{|x|}-1$ were used. The spectral norm of a matrix is at most the geometric mean of its largest absolute row and column sums. Since the bounding matrix is symmetric, it is enough to choose $\alpha$ such that

$$\max_i\sum_jW_{ij}\left(e^{\alpha R_{ij}}-1\right)\le\frac{s_{\min}g}{4}. \tag{9}$$

As $e^x-1\le xe^x$, the left side is at most $\alpha$ times a sum bounded uniformly in $N$ for small $\alpha$, so a positive $\alpha$ independent of $N$ exists. Then $\|A^{-1}(A'-A)\|\le\frac12$, and the geometric series for $A'^{-1}$ gives $\|A'^{-1}\|\le2\|A^{-1}\|\le4/(s_{\min}g)$. Because $A'^{-1}=DA^{-1}D^{-1}$ and $R_{ll}=0$, its $(j,l)$ element is $e^{\alpha R_{jl}}(A^{-1})_{jl}$. The contour has length $2\pi\rho$, so (7) yields

$$|P_{jl}|\le P_0\,e^{-\alpha R_{jl}},\qquad P_0=\frac{8\rho}{s_{\min}g}. \tag{10}$$

Since $e^x-1\ge x$, condition (9) requires $\alpha\le s_{\min}g/(4\max_i\sum_jW_{ij}R_{ij})$, so the guaranteed rate goes to zero when the gap closes while the elements $W_{ij}$ keep their size. At a fixed overlap matrix the gap enters only through its ratio to these elements: scaling $F$ by a positive constant changes $g$ but neither $P$ nor $\alpha$. It is a lower limit on the decay rate and not an estimate of it.

## Second half: counts, errors and the search

### Symbols and results carried over

$N$ is the number of basis functions, $P$ the closed-shell density matrix, and $Q_{ij}=(ij|ij)^{1/2}$. The integrals obey $|(ij|kl)|\le Q_{ij}Q_{kl}$. For a fixed basis $Q_{ij}\le Be^{-\gamma R_{ij}}$, and for an insulator $|P_{jl}|\le P_0e^{-\alpha R_{jl}}$, with constants independent of $N$. The gap is $g$, the smallest overlap eigenvalue $s_{\min}$, and the contour radius $\rho$, with $P_0=8\rho/(s_{\min}g)$.

Let $\tau$ be a fixed threshold in hartree. A quartet survives if

$$\text{exchange: }|P_{jl}|Q_{ij}Q_{kl}>\tau,\qquad\text{Coulomb: }|P_{kl}|Q_{ij}Q_{kl}>\tau. \tag{11}$$

$M_K$ and $M_J$ are the numbers of surviving ordered quartets, counted without permutational symmetry. Using that symmetry changes the counts by at most a factor of eight and leaves the powers of $N$ unchanged.

### The exchange count is linear

Let $p$ be the largest $|P_{jl}|$ and $q$ the largest $Q_{ij}$. Both are bounded uniformly in $N$. Replacing two of the three factors in (11) by their maxima gives necessary conditions for survival:

$$Q_{ij}>\frac{\tau}{pq},\qquad Q_{kl}>\frac{\tau}{pq},\qquad |P_{jl}|>\frac{\tau}{q^2}. \tag{12}$$

Let $n_Q$ be the largest number of partners $i$ that any $j$ has under the first condition, and $n_P$ the largest number of partners $l$ under the third. There are $N$ choices of $j$, then at most $n_P$ of $l$, $n_Q$ of $i$ and $n_Q$ of $k$:

$$\boxed{\,M_K\le N\,n_P\,n_Q^2\,} \tag{13}$$

The decay laws confine the partners to the distances

$$R_{jl}<\frac1\alpha\ln\frac{P_0q^2}{\tau},\qquad R_{ij}<\frac1\gamma\ln\frac{Bpq}{\tau}, \tag{14}$$

and a bounded number of functions per volume makes $n_P$ and $n_Q$ independent of $N$. The count cannot grow more slowly than $N$, because the quartets with $i=j=k=l$ survive wherever $P_{ii}Q_{ii}^2>\tau$. This holds for a finite fraction of the functions in any system built from repeated occupied units, if $\tau$ is small enough.

In an insulator, tightening the threshold raises the exchange count at most by a power of a logarithm. In $d$ dimensions $n_P$ grows at most as $(\ln1/\tau)^d$. The Gaussian form of the pair decay makes $n_Q$ grow at most as $(\ln1/\tau)^{d/2}$. The bound (13) therefore grows at most as $N(\ln1/\tau)^{2d}$. In three dimensions this is the sixth power of the logarithm, which is not a negligible cost.

The Schwarz bound and the decay of the pair norms and of the density matrix make the number of surviving exchange quartets in an insulator grow linearly with $N$ at a fixed threshold. What remains is the Coulomb count, the error left by exchange screening, a search for the survivors in linear work, a worked example and the case of a metal.
